**Damped TDDFT response of LiH from four coupled real linear systems**

The program solves $(A+B)P-zM=2\mu$ and $(A-B)M-zP=0$ in real form and obtains the polarizability $\alpha(z)=2\mu^TP$ at $z=\omega+i\gamma$. Here $A$ and $B$ are the closed-shell response matrices, $\mu$ holds the dipole integrals along the bond, $P$ and $M$ are the sum and difference of the amplitudes $X$ and $Y$, and $\gamma$ is the damping. It asserts agreement with a sum over eigenstates, with a finite-field static polarizability, and with a real-time Kohn–Sham propagation that uses a separately written Fock matrix. It also asserts two expressions for the absorption in terms of the solution vectors, the equal numbers of positive and negative eigenvalues of the real matrix, the diagonal form of $A-B$ for PBE, and two integral relations. For PBE0/6-31G** and $\gamma=0.005$ hartree, the first absorption maximum lies at 0.13098 hartree (3.564 eV), with a full width of 0.0100 hartree and a strength of 0.237. The largest real-time deviation is $7\times10^{-4}$ of the largest $|\alpha|$ among the frequencies compared, at a damping of 0.05 hartree.

## Program and output

```python
"""
Damped linear response (complex polarization propagator) in adiabatic TDDFT.

Result under test: for z = omega + i*gamma the polarizability is
    alpha(z) = 2 mu.P,   (A+B) P - z M = 2 mu,   (A-B) M - z P = 0,
solved as four coupled REAL linear systems, with no excited eigenstates.
Symbols: A, B    closed-shell singlet response matrices over pairs (i,a)
         mu      dipole integrals -<i|z|a> (electron charge -1)
         P, M    X+Y and X-Y, sums and differences of the amplitudes
         gamma   damping; the retarded kernel is weighted by exp(-gamma t)
Atomic units are used throughout. System: LiH, field along the bond.
"""
import numpy as np
from scipy import constants, linalg, optimize
from pyscf import gto, dft, tdscf, lib

lib.num_threads(1)
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
LIGHT_SPEED = 1.0 / constants.fine_structure

# ---------------------------------------------------------------- ground state
bond = 3.0
mol = gto.M(atom=[["Li", (0, 0, 0)], ["H", (0, 0, bond)]], unit="Bohr",
            basis="6-31g**", verbose=0)
grids = dft.gen_grid.Grids(mol)
grids.atom_grid = {"Li": (40, 110), "H": (30, 110)}
grids.build(with_non0tab=True)
z_ao = mol.intor("int1e_r")[2]
h_core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")


def ground_state(functional, field=0.0):
    """Self-consistent field with the static perturbation +z*field."""
    calc = dft.RKS(mol)
    calc.xc = functional
    calc.grids = grids
    calc.conv_tol = 1e-12
    calc.conv_tol_grad = 1e-7
    calc.max_cycle = 100
    calc.get_hcore = lambda *args: h_core + field * z_ao
    calc.kernel()
    assert calc.converged
    return calc


def response_matrices(calc):
    a4, b4 = tdscf.rhf.get_ab(calc)
    size = a4.shape[0] * a4.shape[1]
    return a4.reshape(size, size), b4.reshape(size, size)


def orbital_gaps(calc):
    occ = calc.mo_occ > 0
    return (calc.mo_energy[~occ][None, :] - calc.mo_energy[occ][:, None]).ravel()


mf = ground_state("pbe0")
occupied = mf.mo_coeff[:, mf.mo_occ > 0]
virtual = mf.mo_coeff[:, mf.mo_occ == 0]
A, B = response_matrices(mf)
plus, minus = A + B, A - B
n_pair = len(A)
mu = -(occupied.T @ z_ao @ virtual).ravel()
lowest_plus = linalg.eigvalsh(plus)[0]
lowest_minus = linalg.eigvalsh(minus)[0]
assert lowest_plus > 0 and lowest_minus > 0

# ------------------------------------------- four coupled real linear systems
# Unknowns in the order Re P, Re M, Im M, Im P; last two equations negated.
unit = np.eye(n_pair)
static_part = linalg.block_diag(plus, minus, -minus, -plus)
omega_part = np.kron(np.array([[0, -1, 0, 0], [-1, 0, 0, 0],
                               [0, 0, 0, 1], [0, 0, 1, 0]]), unit)
gamma_part = np.kron(np.array([[0, 0, 1, 0], [0, 0, 0, 1],
                               [1, 0, 0, 0], [0, 1, 0, 0]]), unit)
source = np.concatenate([2 * mu, np.zeros(3 * n_pair)])


def real_matrix(omega, gamma):
    return static_part + omega * omega_part + gamma * gamma_part


def damped_solution(omega, gamma):
    p_re, m_re, m_im, p_im = np.linalg.solve(
        real_matrix(omega, gamma), source).reshape(4, n_pair)
    return p_re + 1j * p_im, m_re + 1j * m_im


def alpha(omega, gamma):
    return 2 * mu @ damped_solution(omega, gamma)[0]


# ------------------------------------------------ locate the first absorption
gamma = 0.005
scan = np.arange(0.02, 0.6, 0.002)
absorption = np.array([alpha(w, gamma).imag for w in scan])
first = next(k for k in range(1, len(scan) - 1)
             if absorption[k - 1] < absorption[k] > absorption[k + 1])
fit = optimize.minimize_scalar(lambda w: -alpha(w, gamma).imag,
                               bounds=(scan[first - 1], scan[first + 1]),
                               method="bounded", options={"xatol": 1e-8})
peak = fit.x
height = alpha(peak, gamma).imag


def above_half(w):
    return alpha(w, gamma).imag - height / 2


width = (optimize.brentq(above_half, peak, peak + 3 * gamma)
         - optimize.brentq(above_half, peak - 3 * gamma, peak))
strength_from_height = 2 * peak * gamma * height

# ------------------------------------- test: sum over eigenstates as reference
metric = np.diag(np.r_[np.ones(n_pair), -np.ones(n_pair)])
inverse_energy, vectors = linalg.eigh(metric, np.block([[A, B], [B, A]]))
positive = inverse_energy > 0
energies = 1 / inverse_energy[positive]
vectors = vectors[:, positive] / np.sqrt(inverse_energy[positive])
transition = np.sqrt(2) * mu @ (vectors[:n_pair] + vectors[n_pair:])
strengths = 2 * energies * transition**2
state_error = 0.0
for w in np.r_[0.0, peak, np.linspace(0.05, 3.0, 30)]:
    reference = np.sum(strengths / (energies**2 - (w + 1j * gamma)**2))
    state_error = max(state_error,
                      abs(alpha(w, gamma) - reference) / abs(reference))
assert state_error < 1e-7
bright = np.where(strengths > 1e-6)[0]
line = bright[np.argmin(energies[bright])]
assert abs(peak - energies[line]) < 0.1 * gamma
assert abs(width / (2 * gamma) - 1) < 0.03
assert abs(strength_from_height / strengths[line] - 1) < 0.03

# ------------------------------ test: absorption from the solution vectors only
for w in (0.05, peak, 0.3, 1.0):
    P, M = damped_solution(w, gamma)
    X, Y = (P + M) / 2, (P - M) / 2
    target = alpha(w, gamma).imag
    by_norms = 2 * gamma * (np.vdot(X, X) - np.vdot(Y, Y)).real
    by_form = (2 * gamma * w * np.vdot(M, minus @ M).real / (w**2 + gamma**2))
    assert target > 0
    assert abs(by_norms - target) < 1e-7 * target
    assert abs(by_form - target) < 1e-7 * target
P, M = damped_solution(peak, gamma)
X, Y = (P + M) / 2, (P - M) / 2
norm_x, norm_y = np.vdot(X, X).real, np.vdot(Y, Y).real

# ----------------------------------- test: symmetric, indefinite, never singular
for w in (0.0, energies[line], 0.5, 2.0):
    matrix = real_matrix(w, gamma)
    assert np.allclose(matrix, matrix.T, atol=1e-8)
    spectrum = linalg.eigvalsh(matrix)
    assert np.sum(spectrum > 0) == np.sum(spectrum < 0) == 2 * n_pair
spectrum = linalg.eigvalsh(real_matrix(energies[line], gamma))
smallest_at_resonance = np.min(np.abs(spectrum))

# ----------------------------------- test: A-B with and without exact exchange
pure = ground_state("pbe")
A_pure, B_pure = response_matrices(pure)
pure_deviation = np.max(np.abs(A_pure - B_pure - np.diag(orbital_gaps(pure))))
hybrid_deviation = np.max(np.abs(minus - np.diag(orbital_gaps(mf))))
assert pure_deviation < 1e-8
assert hybrid_deviation > 1e-3

# ------------------------------------------ test: static limit by finite field
small_field = 3e-4
dipoles = [-np.sum(ground_state("pbe0", s * small_field).make_rdm1() * z_ao)
           for s in (1, -1)]
alpha_finite_field = (dipoles[0] - dipoles[1]) / (2 * small_field)
alpha_static = alpha(0.0, 0.0).real
assert abs(alpha_finite_field / alpha_static - 1) < 2e-3

# -------------------------------- test: integral relations on a broadened line
gamma_wide = 0.05
spacing, cutoff = 0.025, 40.0
nodes = np.arange(spacing / 2, cutoff, spacing)
wide = np.array([alpha(w, gamma_wide).imag for w in nodes])
kk_integral = 2 / np.pi * spacing * np.sum(wide / nodes)
alpha_imaginary = alpha(0.0, gamma_wide)
assert abs(alpha_imaginary.imag) < 1e-8
assert abs(kk_integral / alpha_imaginary.real - 1) < 1e-3
sum_integral = 2 / np.pi * spacing * np.sum(wide * nodes)
sum_matrix = 4 * mu @ minus @ mu
# The omitted tail beyond the cutoff is about 4*gamma/(pi*cutoff) = 0.16 %.
assert abs(sum_integral / sum_matrix - 1) < 3e-3

# ------------------------- test: real-time Kohn-Sham propagation after a kick
n_ao = mol.nao
eri = mol.intor("int2e").reshape((n_ao,) * 4)
eri_coulomb = eri.reshape(n_ao**2, n_ao**2)
eri_exchange = np.ascontiguousarray(
    eri.transpose(0, 3, 1, 2).reshape(n_ao**2, n_ao**2))
exchange_fraction = dft.libxc.hybrid_coeff("pbe0")
ao = np.asarray(dft.numint.eval_ao(mol, grids.coords, deriv=1))
ao = np.ascontiguousarray(ao)
weights = grids.weights


def fock_matrix(orbitals):
    """Kohn-Sham matrix of complex occupied orbitals, written independently."""
    density = 2 * orbitals @ orbitals.conj().T
    real_density = np.ascontiguousarray(density.real)
    coulomb = eri_coulomb @ real_density.ravel()
    exchange = (eri_exchange @ real_density.ravel()
                + 1j * (eri_exchange @ np.ascontiguousarray(density.imag).ravel()))
    half = ao[0] @ real_density
    rho = np.empty((4, len(weights)))
    rho[0] = np.einsum("gi,gi->g", half, ao[0])
    for axis in (1, 2, 3):
        rho[axis] = 2 * np.einsum("gi,gi->g", half, ao[axis])
    potential = dft.libxc.eval_xc("pbe0", rho, spin=0, deriv=1)[1]
    v_rho, v_sigma = np.ravel(potential[0]), np.ravel(potential[1])
    weighted = ao[0] * (0.5 * weights * v_rho)[:, None]
    for axis in (1, 2, 3):
        weighted += ao[axis] * (2 * weights * v_sigma * rho[axis])[:, None]
    v_xc = ao[0].T @ weighted
    two_electron = coulomb - 0.5 * exchange_fraction * exchange
    return h_core + two_electron.reshape(n_ao, n_ao) + v_xc + v_xc.T


# Tolerance allows for integral and density screening in the library routine.
assert np.max(np.abs(fock_matrix(occupied.astype(complex))
                     - mf.get_fock(dm=mf.make_rdm1()))) < 1e-5

s_value, s_vector = linalg.eigh(mol.intor("int1e_ovlp"))
s_inv_half = (s_vector / np.sqrt(s_value)) @ s_vector.T
s_half = (s_vector * np.sqrt(s_value)) @ s_vector.T


def evolve(operator, orbitals, duration):
    """Apply exp(-i*duration*operator) in the orthonormalized basis."""
    value, vector = np.linalg.eigh(s_inv_half @ operator @ s_inv_half)
    return vector @ (np.exp(-1j * duration * value)[:, None]
                     * (vector.conj().T @ orbitals))


def dipole(orbitals):
    c = s_inv_half @ orbitals
    return -2 * np.sum(c.conj() * (z_ao @ c)).real


kick, dt, n_steps = 2e-4, 0.1, 1500
start = s_half @ occupied.astype(complex)
rest_dipole = dipole(start)
previous = evolve(z_ao, start, kick)
signal = np.empty(n_steps + 1)
signal[0] = dipole(previous) - rest_dipole
midpoint = evolve(fock_matrix(s_inv_half @ previous), previous, dt / 2)
current = evolve(fock_matrix(s_inv_half @ midpoint), previous, dt)
signal[1] = dipole(current) - rest_dipole
for step in range(2, n_steps + 1):
    following = evolve(fock_matrix(s_inv_half @ current), previous, 2 * dt)
    previous, current = current, following
    signal[step] = dipole(current) - rest_dipole
times = dt * np.arange(n_steps + 1)
quadrature = np.full(n_steps + 1, dt)
quadrature[[0, -1]] = dt / 2


def alpha_real_time(omega):
    return np.sum(quadrature * signal
                  * np.exp((1j * omega - gamma_wide) * times)) / kick


test_frequencies = np.r_[peak, np.linspace(0.05, 0.6, 12)]
from_time = np.array([alpha_real_time(w) for w in test_frequencies])
from_systems = np.array([alpha(w, gamma_wide) for w in test_frequencies])
time_error = np.max(np.abs(from_time - from_systems)) / np.max(np.abs(from_systems))
# Time truncation and the finite step limit the agreement to below one percent.
assert time_error < 1e-2

# ------------------------------------------------------ shape of the dispersion
assert alpha(peak - gamma, gamma).real > alpha(peak + gamma, gamma).real

# ----------------------------------------------------------------------- output
print("LiH, PBE0/6-31G**, field along the bond; atomic units (au)")
print(f"bond length = {bond:.1f} bohr")
print(f"basis functions = {n_ao}, pairs N = {n_pair}, real unknowns = {4*n_pair}")
print(f"damping gamma = {gamma:.3f} hartree")
print(f"lowest eigenvalue of A+B = {lowest_plus:.5f} hartree")
print(f"lowest eigenvalue of A-B = {lowest_minus:.5f} hartree")
print(f"PBE:  max |A-B - gaps| = {pure_deviation:.1e} hartree")
print(f"PBE0: max |A-B - gaps| = {hybrid_deviation:.4f} hartree")
print(f"static alpha, linear systems = {alpha_static:.4f} au")
print(f"static alpha, finite field   = {alpha_finite_field:.4f} au")
print(f"field step for finite field = {small_field:.1e} au")
print(f"first absorption maximum = {peak:.6f} hartree")
print(f"first absorption maximum = {peak*HARTREE_EV:.4f} eV")
print(f"eigenvalue of that state (test only) = {energies[line]:.6f} hartree")
print(f"full width at half maximum = {width:.6f} hartree")
print(f"strength f from peak height = {strength_from_height:.5f}")
print(f"strength f from eigenvector = {strengths[line]:.5f}")
print("omega (hartree), Re alpha (au), Im alpha (au), cross-section (bohr^2):")
for w in (0.0, peak - 5 * gamma, peak - gamma, peak, peak + gamma,
          peak + 5 * gamma):
    value = alpha(w, gamma)
    sigma = 4 * np.pi * w * value.imag / LIGHT_SPEED
    print(f"  {w:.6f}  {value.real:10.4f}  {abs(value.imag):10.4f}  {abs(sigma):.5f}")
print(f"at maximum: |X|^2 = {norm_x:.4f} au, |Y|^2 = {norm_y:.4f} au")
print(f"at maximum: 2 gamma (|X|^2-|Y|^2) = {2*gamma*(norm_x-norm_y):.4f} au")
print(f"smallest |eigenvalue| of real matrix at resonance = "
      f"{smallest_at_resonance:.6f} hartree")
print(f"largest relative deviation from state sum = {state_error:.1e}")
print(f"wide damping for time and integral tests = {gamma_wide:.2f} hartree")
print(f"alpha(i gamma), linear systems = {alpha_imaginary.real:.4f} au")
print(f"alpha(i gamma), absorption integral = {kk_integral:.4f} au")
print(f"strength sum, 4 mu(A-B)mu = {sum_matrix:.4f}")
print(f"strength sum, absorption integral to {cutoff:.0f} hartree = "
      f"{sum_integral:.4f}")
print(f"kick = {kick:.1e} au, time step = {dt:.1f} au, "
      f"duration = {times[-1]:.0f} au")
print(f"at maximum, wide damping, linear systems: Re = {from_systems[0].real:.3f}, "
      f"Im = {from_systems[0].imag:.3f} au")
print(f"at maximum, wide damping, real time:      Re = {from_time[0].real:.3f}, "
      f"Im = {from_time[0].imag:.3f} au")
print(f"largest real-time deviation / largest |alpha| = {time_error:.1e}")
print("finished without a failed check")
```

It prints:

```
LiH, PBE0/6-31G**, field along the bond; atomic units (au)
bond length = 3.0 bohr
basis functions = 19, pairs N = 34, real unknowns = 136
damping gamma = 0.005 hartree
lowest eigenvalue of A+B = 0.13759 hartree
lowest eigenvalue of A-B = 0.12042 hartree
PBE:  max |A-B - gaps| = 4.4e-16 hartree
PBE0: max |A-B - gaps| = 0.1285 hartree
static alpha, linear systems = 22.0463 au
static alpha, finite field   = 22.0483 au
field step for finite field = 3.0e-04 au
first absorption maximum = 0.130984 hartree
first absorption maximum = 3.5642 eV
eigenvalue of that state (test only) = 0.130984 hartree
full width at half maximum = 0.010001 hartree
strength f from peak height = 0.23732
strength f from eigenvector = 0.23729
omega (hartree), Re alpha (au), Im alpha (au), cross-section (bohr^2):
  0.000000     22.0249      0.0000  0.00000
  0.105984     47.4954      6.9516  0.06756
  0.125984    103.2341     90.5975  1.04666
  0.130984     12.6685    181.1839  2.17627
  0.135984    -77.8805     90.6098  1.12989
  0.155984    -21.9410      7.0365  0.10065
at maximum: |X|^2 = 18217.0028 au, |Y|^2 = 98.6160 au
at maximum: 2 gamma (|X|^2-|Y|^2) = 181.1839 au
smallest |eigenvalue| of real matrix at resonance = 0.004951 hartree
largest relative deviation from state sum = 3.6e-13
wide damping for time and integral tests = 0.05 hartree
alpha(i gamma), linear systems = 20.1632 au
alpha(i gamma), absorption integral = 20.1631 au
strength sum, 4 mu(A-B)mu = 2.5121
strength sum, absorption integral to 40 hartree = 2.5081
kick = 2.0e-04 au, time step = 0.1 au, duration = 150 au
at maximum, wide damping, linear systems: Re = 12.287, Im = 18.312 au
at maximum, wide damping, real time:      Re = 12.277, Im = 18.305 au
largest real-time deviation / largest |alpha| = 7.2e-04
finished without a failed check
```
